\section*{Dead layers and mixing conductance from a two-thickness damping fit}

\section{Problem}

Two ferromagnetic films of nominal thickness $t_1=3$ nm and $t_2=6$ nm are each in contact with the same heavy metal. Ferromagnetic resonance gives their Gilbert dampings,
\begin{equation}
\alpha_1=0.03025,\qquad \alpha_2=0.01757 .
\end{equation}
The magnetization of the ferromagnetic material is $M=800$ kA/m and its Land\'e factor is $g_L=2.1$. Magnetometry shows that 0.5 nm of each film carries no magnetic moment. The films are otherwise alike.

(a) Find the effective mixing conductance $g_{\rm eff}$ per unit area of the interface.

(b) By what factor is $g_{\rm eff}$ misjudged if the damping is fitted against the inverse nominal thickness?

(c) On what choice of magnetization does that factor depend, and how could the fault be noticed?

The dampings are model data, computed from simulated field sweeps described below. SI equations are used, with lengths in nm and conductances in nm$^{-2}$.

\section{A tempting solution}

Spin pumping is an interface effect, so its share of the damping falls as the inverse thickness:
\begin{equation}
\alpha=\alpha_0+\frac{g_L\mu_B\,g_{\rm eff}}{4\pi M}\,\frac1t .
\label{naive}
\end{equation}
Here $\mu_B$ is the Bohr magneton and $\alpha_0$ is the damping without pumping. The slope of $\alpha$ against $1/t$ is
\begin{equation}
s=\frac{\alpha_1-\alpha_2}{1/t_1-1/t_2}
=\frac{0.01268}{0.16667\ {\rm nm^{-1}}}=0.0761\ {\rm nm}.
\end{equation}
The factor that converts a slope into a conductance is
\begin{equation}
\frac{4\pi M}{g_L\mu_B}
=\frac{4\pi\times 8.00\times10^{5}\ {\rm A/m}}{2.1\times 9.274\times10^{-24}\ {\rm J/T}}
=516\ {\rm nm^{-3}},
\label{conv}
\end{equation}
which gives $g_{\rm naive}=39.3$ nm$^{-2}$. The intercept is $0.01757-0.0761/6=0.0049$. Both numbers look reasonable, and the line passes through both points.

\section{Where the fault lies}

The fault is the letter $t$ in Eq.~(\ref{naive}). To see which thickness belongs there, follow the angular momentum.

Let $\mathbf m$ be the unit vector along the magnetization, $\gamma=g_L\mu_B/\hbar$, and let the equation of motion be
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},
\label{llg}
\end{equation}
where $\mathbf B$ is the effective field. With this sign convention a positive $\alpha$ removes energy. The scalar product of Eq.~(\ref{llg}) with $\dot{\mathbf m}$ gives $|\dot{\mathbf m}|^2=-\gamma\,\dot{\mathbf m}\cdot(\mathbf m\times\mathbf B)=\gamma\,\mathbf B\cdot(\mathbf m\times\dot{\mathbf m})$, and the product with $\mathbf B$ gives $\mathbf B\cdot\dot{\mathbf m}=\alpha\,\mathbf B\cdot(\mathbf m\times\dot{\mathbf m})$. The magnetic energy density therefore changes at the rate
\begin{equation}
-M\,\mathbf B\cdot\dot{\mathbf m}=-\frac{\alpha M}{\gamma}\,|\dot{\mathbf m}|^2 .
\label{power}
\end{equation}

The precessing magnetization sends a spin current into the metal. Per unit area, the angular momentum leaving the film per unit time is
\begin{equation}
\mathbf J=\frac{\hbar g_{\rm eff}}{4\pi}\,\mathbf m\times\dot{\mathbf m}.
\label{pump}
\end{equation}
This relation defines $g_{\rm eff}$. The word effective means that spins returning from the metal, and any spin loss on the way to it, are already counted. A further term along $\dot{\mathbf m}$, which would slightly change $\gamma$, is neglected.

Let $L$ be the thickness that carries magnetization. The moment per area is $ML\,\mathbf m$. Electron spin points against its moment, so the angular momentum per area is
\begin{equation}
\mathbf S=-\frac{ML}{\gamma}\,\mathbf m .
\end{equation}
The outflow changes it by $\dot{\mathbf S}=-\mathbf J$. Multiplying by $-\gamma/(ML)$ gives the pumping contribution to the motion,
\begin{equation}
\dot{\mathbf m}\big|_{\rm pump}=\frac{\gamma}{ML}\,\mathbf J
=\frac{\gamma\hbar g_{\rm eff}}{4\pi ML}\,\mathbf m\times\dot{\mathbf m}.
\end{equation}
This has the form of the damping term in Eq.~(\ref{llg}). With $\gamma\hbar=g_L\mu_B$ the total damping is
\begin{equation}
\alpha=\alpha_0+\frac{K}{L},\qquad K=\frac{g_L\mu_B g_{\rm eff}}{4\pi M}.
\label{law}
\end{equation}

The interface sets how much angular momentum leaves, and the moment per area sets how strongly the film responds to the loss. A layer without moment adds nothing to that store. If the dead layer has thickness $d$, then $L=t-d$, and Eq.~(\ref{naive}) must be read with $t-d$ in place of $t$.

\section{Two conditions behind the law}

\subsection{The linewidth must measure the damping}

Take $z$ along the static in-plane field $B$, $x$ along the film normal and $y$ in the plane. For small precession $\mathbf m=(m_x,m_y,1)$. The normal component produces a demagnetizing field, and a weak drive $b$ acts along $y$, so the effective field is $(-\mu_0Mm_x,\,b,\,B)$. The two vector products are, to first order,
\begin{align}
\mathbf m\times\mathbf B&=\bigl(Bm_y-b,\;-(B+\mu_0M)m_x,\;0\bigr),\\
\mathbf m\times\dot{\mathbf m}&=(-\dot m_y,\;\dot m_x,\;0).
\end{align}
Let all dynamic quantities vary as $e^{-i\omega t}$, and write $w=\omega/\gamma$ and $\zeta=B-i\alpha w$. Equation~(\ref{llg}) divided by $\gamma$ becomes
\begin{align}
-iw\,m_x&=-\zeta m_y+b,\\
-iw\,m_y&=(\zeta+\mu_0M)\,m_x .
\end{align}
The second line gives $m_x=-iw\,m_y/(\zeta+\mu_0M)$. Inserting this into the first gives $-w^2m_y/(\zeta+\mu_0M)=-\zeta m_y+b$, hence
\begin{equation}
\frac{m_y}{b}=\frac{\zeta+\mu_0M}{\zeta(\zeta+\mu_0M)-w^2}.
\end{equation}
The denominator vanishes at $\zeta=B_0$ and at $\zeta=-(B_0+\mu_0M)$, with
\begin{equation}
B_0=-\frac{\mu_0M}{2}+\sqrt{\Bigl(\frac{\mu_0M}{2}\Bigr)^2+w^2}.
\end{equation}
Splitting into partial fractions,
\begin{equation}
\frac{m_y}{b}=\frac{1}{2B_0+\mu_0M}\left[\frac{B_0+\mu_0M}{\zeta-B_0}+\frac{B_0}{\zeta+B_0+\mu_0M}\right].
\end{equation}
The absorbed power follows the imaginary part. The first term contributes a Lorentzian,
\begin{equation}
{\rm Im}\,\frac{1}{B-B_0-i\alpha w}=\frac{\alpha w}{(B-B_0)^2+(\alpha w)^2},
\end{equation}
whose full width at half maximum is
\begin{equation}
\Delta B=2\alpha w=\frac{2\alpha\omega}{\gamma}.
\label{width}
\end{equation}
The second term is a background. For the 3 nm film at 10 GHz it is below $10^{-5}$ of the peak.

At 10 GHz, with $\gamma=184.7$ rad/(ns T), $w=0.340$ T. Equation~(\ref{width}) then gives 20.6 mT for the thin film and 12.0 mT for the thick one, as in the simulated sweeps. Taking $\alpha$ from the slope of $\Delta B$ against frequency also removes a frequency-independent broadening that simply adds to the width, as a Lorentzian spread of resonance fields does. A Gaussian spread does not add in this way: one of 5 mT full width would lower the slope between 8 and 16 GHz by about 4 percent for the thin film and 10 percent for the thick one.

\subsection{The film must precess as a whole}

The pumping torque acts at one face, while Eq.~(\ref{law}) spreads it over the live thickness. Exchange does the spreading if it is stiff enough. The model data test this: the live film was divided into sublayers of 0.25 nm, coupled by an exchange stiffness of 10 pJ/m, and the pumping torque was applied to the interface sublayer alone. The field was swept at 8, 10, 12 and 16 GHz, and $\alpha$ was taken from the fitted slope of the linewidths.

With $L=2.5$ and 5.5 nm this produced the dampings stated in the problem, which agree with Eq.~(\ref{law}) to all digits given. In the 6 nm film at 10 GHz, the precession amplitude of any sublayer differs from the mean by less than 0.15 percent of the mean. Equation~(\ref{law}) would need revision for films so thick, or exchange so weak, that this nonuniformity became large.

\section{The right solution}

\subsection{The conductance}

The live thicknesses are $L_1=2.5$ nm and $L_2=5.5$ nm. The slope against inverse live thickness is
\begin{equation}
K=\frac{\alpha_1-\alpha_2}{1/L_1-1/L_2}
=\frac{0.01268}{(0.40000-0.18182)\ {\rm nm^{-1}}}=0.0581\ {\rm nm}.
\end{equation}
With the conversion factor of Eq.~(\ref{conv}),
\begin{equation}
g_{\rm eff}=30.0\ {\rm nm^{-2}}=3.00\times10^{19}\ {\rm m^{-2}} .
\end{equation}
The intercept is $\alpha_0=0.03025-0.0581/2.5=0.0070$. These are the values from which the model data were made.

\subsection{The factor}

Put Eq.~(\ref{law}) into the naive slope. Because $d$ is the same in both films, $L_2-L_1=t_2-t_1$, and
\begin{equation}
\alpha_1-\alpha_2=K\,\frac{L_2-L_1}{L_1L_2}=K\,\frac{t_2-t_1}{L_1L_2},
\qquad
\frac1{t_1}-\frac1{t_2}=\frac{t_2-t_1}{t_1t_2}.
\end{equation}
The difference $t_2-t_1$ cancels in the quotient:
\begin{equation}
\frac{g_{\rm naive}}{g_{\rm eff}}=\frac{s}{K}
=\frac{t_1t_2}{(t_1-d)(t_2-d)}=\frac{18}{2.5\times5.5}=1.309 .
\label{ratio}
\end{equation}
The naive fit overestimates the effective mixing conductance by about 31 percent. The fit to the simulated sweeps gives the same 1.309. A second simulated pair, of 4 and 10 nm with a dead layer of 1 nm, gives 1.482, against $40/(3\times9)=1.481$ from the formula.

The overestimate exceeds the error in either film. The pumped damping is larger than $K/t$ by $t_1/L_1=1.20$ in the thin film and by $t_2/L_2=1.09$ in the thick one. The slope depends on a difference in which the thin film has twice the weight:
\begin{equation}
\frac{s}{K}=\frac{1.20\times\frac13-1.09\times\frac16}{\frac16}=2.40-1.09=1.31 .
\end{equation}

The excess slope is paid for at the intercept:
\begin{equation}
\alpha_1-\frac{s}{t_1}=\alpha_0+\frac{K}{L_1}-\frac{Kt_2}{L_1L_2}
=\alpha_0+K\,\frac{L_2-t_2}{L_1L_2}
=\alpha_0-\frac{Kd}{L_1L_2}.
\end{equation}
The last term is $0.0581\times0.5/13.75=0.0021$, so the naive intercept is 0.0049 instead of 0.0070. The fit makes the interface look more transparent to spin and the ferromagnet less lossy than they are.

\subsection{Limits}

For a thin dead layer, Eq.~(\ref{ratio}) expands to
\begin{equation}
\frac{g_{\rm naive}}{g_{\rm eff}}=1+d\left(\frac1{t_1}+\frac1{t_2}\right)+O(d^2).
\end{equation}
The first-order excess is 25 percent here, so the higher orders supply the remaining 6 percentage points. The bias vanishes when both films are much thicker than $d$, and diverges as the live part of the thin film disappears.

Making only the second film thick does not remove the bias. As $t_2\to\infty$ the factor tends to $t_1/L_1$, which is 1.20 for the 3 nm film. In the opposite limit, $t_2\to t_1$, the fit measures the local slope and the factor tends to $(t_1/L_1)^2=1.44$.

\section{Which magnetization is used}

The 31 percent holds when the slope is converted with the magnetization $M$ of the live material. Suppose instead that the measured moment is divided by the nominal volume. The result is an apparent magnetization
\begin{equation}
M_{\rm app}=M\,\frac{L}{t},
\end{equation}
which is 667 kA/m for the thin film and 733 kA/m for the thick one.

If each film is treated with its own $M_{\rm app}$, the damping is plotted against $1/(M_{\rm app}t)$. Since $M_{\rm app}t=ML$, the two errors cancel and the correct $g_{\rm eff}$ results. The quantity that matters is the moment per area, and this procedure uses it without needing to know how the moment is distributed across the film, as long as exchange keeps the film precessing as a whole.

If one apparent magnetization serves for both films, the cancellation is partial. Using that of the thick film multiplies Eq.~(\ref{ratio}) by $L_2/t_2$ and leaves a factor $t_1/L_1=1.20$. Using that of the thin film multiplies it by $L_1/t_1$ and leaves $t_2/L_2=1.09$. The same damping data can thus yield an overestimate of 31, 20, 9 or 0 percent, according to the magnetization chosen.

The moments per area also supply the missing thickness. They are $ML_1=2.0$ mA and $ML_2=4.4$ mA. Their slope against nominal thickness is $2.4\ {\rm mA}/3\ {\rm nm}=800$ kA/m, and the line reaches zero at $3\ {\rm nm}-2.0\ {\rm mA}/(800\ {\rm kA/m})=0.5$ nm. A measurement that yields the live magnetization in this way yields $d$ as well.

\section{How the fault can be noticed}

Two points determine a line whatever the underlying law, so the quality of the two-film fit carries no information. A third film does. For $t=12$ nm the naive line predicts $0.00489+0.0761/12=0.01123$. The simulated damping is 0.01205, and the live-thickness law gives $0.0070+0.0581/11.5=0.01205$. The naive prediction falls short by 6.9 percent of the simulated value.

Whether such a gap is visible depends on the errors. On the naive line, the prediction at 12 nm is $\frac32\alpha_2-\frac12\alpha_1$. If each of the three dampings has an independent random error of 1 percent, the error of the comparison is
\begin{equation}
\sqrt{(1.5\times1.76)^2+(0.5\times3.03)^2+1.2^2}\times10^{-4}\approx3.3\times10^{-4}.
\end{equation}
The gap, $8.3\times10^{-4}$ before rounding of the dampings, is about 2.5 times this, which is suggestive but not decisive.

Nor does curvature by itself identify a dead layer. For $d\ll t$,
\begin{equation}
\frac{K}{t-d}\approx\frac Kt+\frac{Kd}{t^2},
\end{equation}
so to this order a dead layer looks like any other damping that falls as $1/t^2$. The moment per area separates the two possibilities, because it responds to the dead layer and not to the extra damping.

\section{Beside a real film}

Apart from the dead layer, whose thickness is chosen for illustration, the parameters are rough typical values for permalloy on platinum at room temperature, not data for a particular sample. The model assumes a sharp dead layer, equal magnetization in both films, no interface anisotropy, and no surface damping other than pumping. Real films can break each of these assumptions. The trial sizes below are chosen to show the sensitivity.

A moderate interface anisotropy matters little here: with $K_s=0.5$ mJ/m$^2$ at the pumped face, favouring the film normal, the naive factor at 10 GHz is between 1.32 and 1.33 instead of 1.31. This does not extend to much stronger anisotropy. At 1 mJ/m$^2$ the anisotropy field $2K_s/(ML)=1.0$ T nearly cancels $\mu_0M$ in the thin film, and the factor obtained from the linewidths at 10 GHz rises to about 1.45.

A magnetization 5 percent lower in the thin film, as thermal reduction may cause, raises its pumped damping and moves the naive factor from 1.31 to 1.44. Two-magnon scattering, in which the uniform precession decays into spin waves at defects, is represented by a term equal to 5 percent of the thin film's pumped damping and falling as $1/L^2$; it moves the factor to 1.40. A correction that assumes $d=0.5$ nm and $M=800$ kA/m for both films divides by 1.309 and leaves these errors in place, so $g_{\rm eff}$ would still be too high by about 10 and 7 percent respectively. Plotting the damping against the inverse of the measured moment per area removes the first error, because the lower magnetization is then counted, but not the second. With unequal magnetizations the line through the two moments no longer gives the true dead layer: in this example it would give 0.72 nm.

The dead layer itself is uncertain. For $d=0.4$ nm the factor is 1.24 and for $d=0.6$ nm it is 1.39, so an error of 0.1 nm in $d$ shifts the corrected conductance by about 6 percent. Independent random errors of 1 percent in the two dampings add an uncertainty of 0.04 to the factor. The bias of 0.31 is well above that, and repeating the measurement on the same two films does not reduce it.

Eddy currents within the magnetic film are negligible here. The in-plane dynamic induction $\mu_0Mm_y$ drives an electric field of size $\mu_0M\dot m_y\,x$ at distance $x$ from the middle of the film. With conductivity $\sigma$, the heat per area is
\begin{equation}
\sigma\int_{-L/2}^{L/2}(\mu_0M\dot m_y x)^2\,dx=\frac{\sigma\mu_0^2M^2\dot m_y^2L^3}{12}.
\end{equation}
The precession is flattened by the demagnetizing field: at resonance $|m_x/m_y|=w/(B_0+\mu_0M)\approx0.31$ at 10 GHz, so $\dot m_x^2$ adds only about a tenth to the mean of $|\dot{\mathbf m}|^2$ and is dropped in this estimate. Equating the heat to the loss $\alpha ML\dot m_y^2/\gamma$ that then follows from Eq.~(\ref{power}) gives
\begin{equation}
\alpha_{\rm eddy}=\frac{\gamma\mu_0^2M\sigma L^2}{12}.
\end{equation}
For $\sigma=3$ MS/m and $L=5.5$ nm this is about $2\times10^{-6}$, roughly $10^{-4}$ of the damping of the 6 nm film. The estimate takes the electric field to vanish in the middle of the film, as it does in an isolated film. If the current can return through 5 to 10 nm of attached metal with a conductivity of 5 MS/m, the eddy-current damping of film and metal together rises to about 5 to $6\times10^{-6}$, which is still negligible.

For films of a few nanometres, then, damping should be plotted against inverse moment per area, provided that $g_L$, $g_{\rm eff}$ and $\alpha_0$, which stands for all damping other than pumping, can be taken as equal across the series and the precession is nearly uniform. The numerical output lists the model parameters, the simulated dampings and the main results.

\section*{Table of computed values}
\begin{verbatim}
magnetization M = 800 kA/m; mu0*M = 1.005 T
Lande factor = 2.1; gamma = 184.7 rad/(ns T)
input g_eff = 30.0 nm^-2; alpha0 = 0.0070
exchange stiffness = 10 pJ/m
conductivity = 3.0 MS/m
sublayer thickness in simulation = 0.25 nm
sweep frequencies = [8.0, 10.0, 12.0, 16.0] GHz
dead layer = 0.5 nm
pumping length K = 0.05812 nm
film 3 nm: live thickness = 2.5 nm
  simulated damping = 0.03025
  formula damping = 0.03025
  resonance field at 10 GHz = 104.31 mT
  full linewidth at 10 GHz = 20.58 mT
film 6 nm: live thickness = 5.5 nm
  simulated damping = 0.01757
  formula damping = 0.01757
  resonance field at 10 GHz = 104.31 mT
  full linewidth at 10 GHz = 11.95 mT
naive slope = 0.07609 nm
naive g = 39.28 nm^-2 = 3.928e+19 m^-2
naive/true ratio, simulated = 1.3092
naive/true ratio, formula = 1.3091
first-order excess = 25.0 percent
naive intercept = 0.00489
naive intercept, formula = 0.00489
live-thickness fit: g = 30.00 nm^-2
live-thickness fit: intercept = 0.00700
4 and 10 nm films, 1 nm dead: ratio = 1.4816
apparent M: thin 666.7, thick 733.3 kA/m
ratio with apparent M film by film = 1.0001
ratio with apparent M of thick film = 1.2001
ratio with apparent M of thin film = 1.0910
12 nm film: simulated damping = 0.01205
12 nm film: naive prediction = 0.01123
12 nm film: live-thickness prediction = 0.01205
12 nm film: naive shortfall = 6.9 percent
nonuniformity, 6 nm film, 10 GHz = 0.135 percent
eddy-current damping, 6 nm film = 1.76e-06
ratio with 5 percent two-magnon term = 1.404
ratio with M 5 percent lower in thin film = 1.435
ratio for dead layer 0.4 nm = 1.236
ratio for dead layer 0.6 nm = 1.389
ratio uncertainty, 1 percent damping errors = 0.036
\end{verbatim}
